# Thickness at Which a Magnetic Film Switches from Perpendicular to In-Plane

A magnetic memory cell stores a bit in the direction of magnetization of a film about a nanometre thick. In some designs this direction should be normal to the film. Magnetostatics opposes that: a normally magnetized film carries magnetic charges on its two faces, and their field points against the magnetization. The atoms at an interface can favour the normal strongly enough to win. Their contribution is fixed per area, whereas the magnetostatic cost grows with the amount of magnetic material. A thin film may therefore be magnetized along its normal and a thicker film of the same material in its plane. The question is at which thickness the preference changes.

## Setting and conventions

The film occupies $0<z<t$, with $z$ along its normal. Here $t$ is the magnetic thickness, so a nonmagnetic layer at a face is not counted. The magnetization has fixed magnitude $M$ and makes an angle $\theta$ with the normal. The assumptions are as follows.

1. The film is much wider than it is thick, and the magnetization does not vary along the film. Lateral domains are excluded.
2. The magnetization is also uniform through the thickness. The second theorem below removes this assumption.
3. The interfaces contribute $-K_i\cos^2\theta$ per area, where $K_i$ is the sum over both faces. The crystal contributes $-K_v\cos^2\theta$ per volume. Positive constants favour the normal. Higher powers of $\cos^2\theta$ are neglected, and all in-plane directions are equivalent.
4. No field is applied, and the magnetization is treated as a continuum. Dipolar corrections due to the discreteness of the outermost atomic layers are counted in $K_i$.

The squares express a symmetry: without an applied field, reversing the magnetization leaves the energy unchanged. "Normal" therefore covers both $\theta=0$ and $\theta=180^\circ$, and it is enough to study $0\le\theta\le 90^\circ$.

## The shape energy

**Lemma 1.** The magnetostatic energy per volume of the film is $\tfrac12\mu_0M^2\cos^2\theta$.

*Proof.* All fields depend on $z$ alone. There are no currents, so $\nabla\times\mathbf H=0$ makes $H_x$ and $H_y$ constant; with no applied field they vanish. The equation $\nabla\cdot\mathbf B=0$ reduces to $dB_z/dz=0$, so $B_z$ has the same value inside and outside. Outside, with no applied field, that value is zero. Inside,
$$0=B_z=\mu_0(H_z+M_z),\qquad H_z=-M\cos\theta .$$

To find the energy, build up the magnetization as $\lambda\mathbf M$, with $\lambda$ rising from 0 to 1. The field at each stage is $\lambda\mathbf H$, because it is proportional to its source. Adding the moment density $\mathbf M\,d\lambda$ in this field costs $-\mu_0\lambda\,\mathbf M\cdot\mathbf H\,d\lambda$. Hence
$$w=-\mu_0\mathbf M\cdot\mathbf H\int_0^1\lambda\,d\lambda=-\tfrac12\mu_0\mathbf M\cdot\mathbf H=\tfrac12\mu_0M^2\cos^2\theta .\qquad\blacksquare$$

The factor one half appears because the film produces the field in which it sits: the first moments added meet almost no field, the last ones the full field. The argument for $H_z$ also holds if $\theta$ depends on $z$, since $B_z$ still vanishes everywhere. The energy density is then $\tfrac12\mu_0M^2\cos^2\theta(z)$ at each depth.

## The change of direction

Define the net bulk preference for the plane,
$$K_d=\tfrac12\mu_0M^2-K_v .$$

**Theorem 1.** Let $K_i>0$ and $K_d>0$. Among uniform states, the film has its lowest energy along the normal for $t<t_c$ and in the plane for $t>t_c$, where
$$t_c=\frac{K_i}{K_d}=\frac{K_i}{\tfrac12\mu_0M^2-K_v}.$$

*Proof.* Multiply the volume terms by $t$ to obtain energies per area, and add the interface term:
$$E(\theta)=\tfrac12\mu_0M^2t\cos^2\theta-K_vt\cos^2\theta-K_i\cos^2\theta=(K_dt-K_i)\cos^2\theta .$$
Since $\frac{d}{d\theta}\cos^2\theta=-\sin2\theta$,
$$E'(\theta)=(K_i-K_dt)\sin2\theta,\qquad E''(\theta)=2(K_i-K_dt)\cos2\theta .$$
If $K_i\ne K_dt$, the stationary angles are $0$ and $90^\circ$. The second derivative is $2(K_i-K_dt)$ at $0$ and $-2(K_i-K_dt)$ at $90^\circ$. The minimum is thus at $0$ when $K_dt<K_i$ and at $90^\circ$ when $K_dt>K_i$. Division by the positive $K_d$ turns these conditions into $t<t_c$ and $t>t_c$. $\blacksquare$

At $t=t_c$ the energy is the same at every angle. In this model the preferred direction therefore jumps by $90^\circ$, without passing through a range of tilted minima.

**Remark 1: effective anisotropy.** The energy needed to turn the film from the normal into the plane is
$$\Delta E=E(90^\circ)-E(0)=K_i-K_dt .$$
Divided by $t$, it gives the effective anisotropy per volume, $K_{\rm eff}=K_i/t-K_d$, which changes sign at $t_c$. The product $K_{\rm eff}t$ is a straight line in $t$: its intercept at $t=0$ is $K_i$, its slope is $-K_d$, and it crosses zero at $t_c$. Data taken at several thicknesses thus separate the interface and bulk parts, provided that $K_i$, $K_v$ and $M$ do not themselves change with thickness.

**Remark 2: other signs.** The formula for $\Delta E$ covers the remaining cases.

- If $K_i>0$ and $K_d<0$, then $\Delta E>0$ at every thickness. The crystal anisotropy alone outweighs the shape energy, and the normal is preferred throughout.
- If $K_i<0$ and $K_d>0$, then $\Delta E<0$ at every thickness, and the plane is preferred.
- If both are negative, $\Delta E=|K_d|t-|K_i|$. The ratio $K_i/K_d$ is again a crossing thickness, but the order is reversed: thin films prefer the plane and thick ones the normal.

## Numbers for a model film

Take the round model values $M=1.20$ MA/m, $K_i=1.30$ mJ/m² and $K_v=0$. The shape energy density is
$$\tfrac12\mu_0M^2=\tfrac12(1.2566\times10^{-6})(1.20\times10^6)^2\ \text{J/m}^3=0.905\ \text{MJ/m}^3 .$$
Because $1\ \text{MJ/m}^3\times1\ \text{nm}=1\ \text{mJ/m}^2$, the critical thickness follows directly:
$$t_c=\frac{1.30}{0.905}\ \text{nm}=1.44\ \text{nm}\quad(14.4\ \text{Å}).$$

At $t=1.0$ nm, $\Delta E=1.300-0.905=+0.395$ mJ/m², so the normal is preferred. At 1.4 nm only $+0.033$ mJ/m² remains, and at 1.6 nm the value is $-0.148$ mJ/m². Near $t_c$ two large contributions almost cancel, so a small change of thickness greatly alters the remaining anisotropy.

The result is also sensitive to the magnetization. For $K_v=0$, $t_c=2K_i/(\mu_0M^2)$, and hence $dt_c/t_c=dK_i/K_i-2\,dM/M$. A magnetization larger by 1% lowers $t_c$ by about 2%.

A crystal anisotropy $K_v=0.20$ MJ/m³ that favours the normal reduces $K_d$ to $0.705$ MJ/m³ and moves the crossing to $1.30/0.705=1.84$ nm.

These values were tested without Lemma 1, by integrating the interaction of the surface charges on a square plate 100 micrometres wide. The crossings came out at 1.4370 nm and 1.8450 nm, compared with 1.4368 nm and 1.8446 nm from the theorem.

## A cell of finite width

A real cell has edges, and its faces are not infinite sheets of charge. Consider a uniformly magnetized square plate. By symmetry its volume-averaged field along each axis is $-N_zM_z$ or $-N_xM_x$, with the same factor $N_x$ for both in-plane axes. The build-up argument of Lemma 1 gives the energy per volume
$$w=\tfrac12\mu_0M^2(N_z\cos^2\theta+N_x\sin^2\theta).$$

**Lemma 2.** The factors satisfy $N_z+2N_x=1$.

*Proof.* Define $\psi(\mathbf r)=\frac1{4\pi}\int dV'/|\mathbf r-\mathbf r'|$, integrated over the plate. Then $\nabla^2\psi=-1$ inside. The scalar potential of a uniform magnetization is $-\mathbf M\cdot\nabla\psi$, so
$$H_j=\sum_kM_k\,\partial_j\partial_k\psi .$$
The three diagonal coefficients $\partial_j\partial_j\psi$ add up to $\nabla^2\psi=-1$ at every interior point, and so do their averages. These averages are $-N_x$, $-N_x$ and $-N_z$. $\blacksquare$

Write $\sin^2\theta=1-\cos^2\theta$ and drop the constant. The shape term becomes $\tfrac12\mu_0M^2(N_z-N_x)\cos^2\theta$, and the crossing condition is
$$K_i=\left[\tfrac12\mu_0M^2(N_z-N_x)-K_v\right]t .$$
The factors depend on $t$, so this equation must be solved numerically. The direction of the shift is nevertheless clear. Magnetostatic self-energy equals $\tfrac12\mu_0\int H^2dV$ over all space and is positive, so $N_x>0$. Lemma 2 then gives $N_z-N_x=1-3N_x<1$. The shape term is weaker than in the wide film, so for every $t\le t_c$ the plate still prefers the normal. Any crossing therefore lies at a larger thickness. A very narrow plate may have none: for $K_v\ge0$ a crossing needs $N_z>N_x$, which fails once the plate is as thick as it is wide.

For the model film with $K_v=0$, cut into a square 50 nm wide, the first crossing met with increasing thickness has $N_z=0.913$ and $N_x=0.044$. Their difference is 0.869, so
$$t=\frac{1.30}{0.905\times0.869}\ \text{nm}=1.65\ \text{nm},$$
about 15% above the wide-film value. This estimate keeps the magnetization uniform right up to the edges, where the actual field is not uniform.

## Magnetization that varies through the thickness

The interface acts at a face, whereas the shape energy acts throughout the film. Exchange must transmit the influence of the interface to the interior. With finite exchange stiffness $A$, the magnetization can twist slightly, and the sharp jump of Theorem 1 needs a second look.

Put the whole of $K_i$ at the face $z=0$. A twist costs the exchange energy $A\theta'^2$ per volume, where a prime now means $d/dz$. Replacing $-K_i\cos^2\theta(0)$ by $K_i\sin^2\theta(0)$ changes the energy only by a constant. The energy per area is then
$$F=\int_0^t\left(A\theta'^2+K_d\cos^2\theta\right)dz+K_i\sin^2\theta(0).$$

**Theorem 2.** Let $K_i,K_d>0$, $q=\sqrt{K_d/A}$ and $x=K_i/(Aq)$. The normal state is stable against small twists for $t<t_1$ and unstable for $t>t_1$. If $x<1$, the in-plane state is unstable for $t<t_2$ and stable against small tilts out of the plane for $t>t_2$. Here
$$t_1=\frac{\arctan x}{q},\qquad t_2=\frac{\operatorname{artanh}x}{q},\qquad t_1<t_c<t_2 .$$
If $x\ge1$, the in-plane state is unstable at every thickness.

*Proof for the normal state.* For small $\theta$, $\cos^2\theta\approx1-\theta^2$ and $\sin^2\theta\approx\theta^2$. The quadratic part of $F$ is
$$F_2=\int_0^t(A\theta'^2-K_d\theta^2)\,dz+K_i\theta(0)^2 .$$
Suppose first that $qt<\pi/2$. Then $u=\cos q(t-z)$ is positive in the film and $u''=-q^2u$. Let $g=u'/u=q\tan q(t-z)$, so that $g'+g^2=u''/u=-q^2$. Expanding a square and using $2g\theta\theta'=(g\theta^2)'-g'\theta^2$ gives
$$A(\theta'-g\theta)^2=A\theta'^2-A(g\theta^2)'+A(g'+g^2)\theta^2=A\theta'^2-K_d\theta^2-A(g\theta^2)' .$$
Integrate, with $g(t)=0$ and $g(0)=q\tan qt$. The boundary term is $+Aq\tan(qt)\,\theta(0)^2$, and therefore
$$F_2=\int_0^tA(\theta'-g\theta)^2dz+\left[K_i-Aq\tan qt\right]\theta(0)^2 .$$
If the bracket is positive, $F_2>0$ for every nonzero twist: $F_2=0$ would require $\theta(0)=0$ and $\theta'=g\theta$, hence $\theta=0$ throughout. If the bracket is negative, the choice $\theta\propto u$ removes the integral and makes $F_2<0$. The change occurs at $\tan qt=x$, which is $t=t_1$.

For $qt\ge\pi/2$, try $\theta=\sin(\pi z/2t)+\varepsilon$. At $\varepsilon=0$ this gives $F_2=\frac t2\left(\frac{A\pi^2}{4t^2}-K_d\right)\le0$. The term linear in $\varepsilon$ is $-2\varepsilon K_d(2t/\pi)$, so a small positive $\varepsilon$ makes $F_2$ negative. The normal state remains unstable.

*Proof for the in-plane state.* Let $\varphi=90^\circ-\theta$ be small. Now
$$F_2=\int_0^t(A\varphi'^2+K_d\varphi^2)\,dz-K_i\varphi(0)^2 .$$
Use $v=\cosh q(t-z)$, for which $v''=q^2v$, and $g=v'/v=-q\tanh q(t-z)$. The same expansion, with $g'+g^2=q^2$, yields
$$F_2=\int_0^tA(\varphi'-g\varphi)^2dz+\left[Aq\tanh qt-K_i\right]\varphi(0)^2 .$$
The state is stable when $\tanh qt>x$ and unstable when $\tanh qt<x$. Since $\tanh qt<1$, stability is impossible for $x\ge1$.

*Order of the limits.* From $K_d=Aq^2$ follows $qt_c=qK_i/K_d=K_i/(Aq)=x$. For $0<x<1$, $\arctan x<x<\operatorname{artanh}x$, which is the stated order; the first inequality holds for all $x>0$. $\blacksquare$

**Remark 3: stiff exchange.** For small $x$, $\arctan x\approx x-x^3/3$ and $\operatorname{artanh}x\approx x+x^3/3$. Both limits therefore differ from $t_c$ by a relative amount of about
$$\frac{x^2}{3}=\frac{K_i^2}{3AK_d}=\frac{K_it_c}{3A}.$$
This vanishes as $A$ grows, and Theorem 1 is recovered.

**Remark 4: the tilted window.** Between $t_1$ and $t_2$ neither uniform direction is stable, and the film lowers its energy by tilting. The size of the effect at $t_c$ can be found to leading order in $1/A$. Write $\theta=\bar\theta+\eta(z)$, with constant $\bar\theta$ and small $\eta$. Since $K_i=K_dt_c$, the uniform part of $F$ equals $K_i$ for every $\bar\theta$. The terms linear in $\eta$ are
$$\sin2\bar\theta\left[K_i\eta(0)-K_d\int_0^{t_c}\eta\,dz\right]=-K_d\sin2\bar\theta\int_0^{t_c}(t_c-z)\,\eta'\,dz,$$
by partial integration. Adding $\int A\eta'^2dz$ and minimizing at each $z$ gives
$$\eta'=\frac{K_d\sin2\bar\theta}{2A}(t_c-z).$$
The energy falls by $\int A\eta'^2dz$, and the total twist is $\int\eta'dz$:
$$\text{gain}=\frac{K_i^2t_c}{12A}\sin^22\bar\theta,\qquad\text{twist}=\frac{K_it_c}{4A}\sin2\bar\theta .$$
The gain is largest at $\bar\theta=45^\circ$. The face with the interface anisotropy leans towards the normal and the other towards the plane, and this compromise is better than any uniform direction.

**Numbers.** With $A=15$ pJ/m and $K_v=0$, the length $1/q$ is 4.07 nm and $x=0.353$. The limits are $t_1=1.38$ nm and $t_2=1.50$ nm, about 4% on either side of $t_c$. The jump is thus spread over a window 0.12 nm wide. This is less than the spacing of atomic layers in the common ferromagnetic metals, roughly 0.14 to 0.2 nm. The window is a result of the continuum model: in a film of whole atomic layers, at most about one layer count falls inside it. With ten times the stiffness, the limits close in to 1.431 and 1.443 nm. As a test, the film was divided into thin slices, which turns each quadratic form $F_2$ into a matrix. Its lowest eigenvalue changes sign at these four thicknesses, within the test's relative tolerance of $10^{-4}$.

The width of the window depends on where the interface anisotropy sits. If it is shared equally between the two faces, the critical deviation is symmetric about the middle of the film. Each half then acts as a film of thickness $t/2$ with interface anisotropy $K_i/2$. For $A=15$ pJ/m the limits become $2\arctan(x/2)/q=1.422$ nm and $2\operatorname{artanh}(x/2)/q=1.452$ nm, so the window is only 0.03 nm wide.

At $t_c$ the estimates of Remark 4 are
$$\text{gain}=\frac{1.30^2\times1.437}{12\times15}=0.0135\ \text{mJ/m}^2,\qquad\text{twist}=\frac{1.30\times1.437}{4\times15}=0.031\ \text{rad}=1.8^\circ .$$
Direct minimization of the full energy gives the same gain of 0.0135 mJ/m², with angles of 44.3° at the anisotropic face and 46.1° at the opposite one. The film is nearly uniform, yet in this model the small twist decides its direction, because at $t_c$ the uniform energy has no preference left. In a real film the higher powers of $\cos^2\theta$ neglected in assumption 3 can matter just as much there. An additional interface energy $K_2\sin^2\theta\cos^2\theta=\tfrac14K_2\sin^22\theta$ cancels the gain, to leading order, when $K_2=4\times0.0135=0.054$ mJ/m², only about 4% of $K_i$.

**Remark 5: what is not decided.** Theorem 2 concerns small deviations. That the film actually settles along the normal below the window and in the plane above it was checked by minimization from a tilted start at $0.94\,t_c$ and $1.06\,t_c$. Both theorems exclude magnetization that varies along the film, and in a wide film this leaves three questions open. Below $t_c$, regions of opposite normal magnetization reduce the magnetostatic energy at the cost of the walls between them, so the film need not remain a single domain. Slightly above $t_2$, a tilt out of the plane that alternates in sign along the film costs less magnetostatic energy than a tilt of one sign, so the in-plane state can still be unstable there; for the model film this extends the instability from 1.50 nm to at least about 1.51 nm, with a period near 280 nm. Inside the window, walls between regions of opposite tilt are cheap because little anisotropy is left. For the model film at $t_c$, stripes of alternating tilt with a period of several hundred nanometres lie about 0.001 to 0.002 mJ/m² below the single tilted state. The tilted state of Remark 4 is therefore the minimum only among states that do not vary along the film.

## Values computed for the example and the checks

```
saturation magnetization M = 1.20 MA/m
interface anisotropy K_i = 1.30 mJ/m^2
exchange stiffness A = 15.0 pJ/m
magnetic constant mu0 = 1.256637e-06 T m/A
shape energy density mu0 M^2/2 = 0.9048 MJ/m^3
critical thickness t_c, K_v = 0: 1.4368 nm
critical thickness t_c, K_v = 0: 14.368 angstrom
in-plane minus normal energy per area, and K_eff:
  t = 1.0 nm: +0.3952 mJ/m^2, K_eff = +0.3952 MJ/m^3
  t = 1.2 nm: +0.2143 mJ/m^2, K_eff = +0.1786 MJ/m^3
  t = 1.4 nm: +0.0333 mJ/m^2, K_eff = +0.0238 MJ/m^3
  t = 1.6 nm: -0.1476 mJ/m^2, K_eff = -0.0923 MJ/m^3
  t = 2.0 nm: -0.5096 mJ/m^2, K_eff = -0.2548 MJ/m^3
bulk anisotropy in second case K_v = 0.20 MJ/m^3
critical thickness in second case = 1.8446 nm
wide test plate: width = 100 micrometre
wide test plate: crossing, K_v = 0: 1.4370 nm
wide test plate: crossing, second case: 1.8450 nm
small square: width = 50 nm
small square: crossing thickness = 1.6533 nm
small square: N_z = 0.9127 (no unit)
small square: N_x = 0.0436 (no unit)
length 1/q = 4.0717 nm
ratio K_i/(A q) = 0.3529 (no unit)
normal state stable up to t_1 = 1.3813 nm
in-plane state stable from t_2 = 1.5013 nm
width of tilted window t_2 - t_1 = 0.1201 nm
limits for 10 times larger A: 1.4309 nm, 1.4428 nm
at t_c: angle at anisotropic face = 44.29 degrees
at t_c: angle at opposite face = 46.07 degrees
at t_c: energy gain by tilting = 0.0135 mJ/m^2
```
